# Several Hartree-Fock charge states of an adatom in one semiconductor gap

**Question**

I am modelling a transition-metal adatom on a semiconductor with a gap of 1.1 eV. The d shell has a repulsion $U=4$ eV. My reasoning is that each added electron raises the energy for the next one by $U$, so at most one charge-transition level should fit in the gap. Yet the Haldane-Anderson model is said to give several charge states there, because hybridization with the valence band compensates the added charge.

If the charge is compensated, in what sense is the adatom in a different charge state? And how does this follow from the Hartree-Fock equations, without assuming that $U$ is screened?

**Answer**

Two different charges are involved: the total charge added to the crystal, and the charge in the d orbitals. Only the second enters the repulsion $U$. The first changes by whole electrons, while the second can stay almost fixed.

**The model and its mean field**

Take $N$ equivalent spin-orbitals $\sigma$, each coupled to its own set of substrate states $k$:

$$H=\sum_{k\sigma}e_k c^\dagger_{k\sigma}c_{k\sigma}+E_d\sum_\sigma \hat n_\sigma+\sum_{k\sigma}V_k(c^\dagger_{k\sigma}d_\sigma+\text{h.c.})+U\sum_{\sigma<\sigma'}\hat n_\sigma\hat n_{\sigma'} .$$

Energies are measured from midgap and the temperature is zero. The valence band fills $(-D,-g)$, the conduction band $(g,D)$, and $\Gamma=\pi V^2\rho$ is constant in both, with $\rho$ the density of states.

I use determinants that do not mix the channels $\sigma$. Then $\langle\hat n_\sigma\hat n_{\sigma'}\rangle=n_\sigma n_{\sigma'}$, and orbital $\sigma$ sees the energy

$$E_\sigma=E_d+U(n_d-n_\sigma),\qquad n_d=\sum_\sigma n_\sigma .$$

An orbital does not repel itself.

**One gap level per orbital**

Eliminating the substrate gives $G(\omega)=1/[\omega-E-\Sigma(\omega)]$ for one channel. In the gap,

$$\Sigma(\omega)=\frac{\Gamma}{\pi}\left[\int_{-D}^{-g}+\int_g^D\right]\frac{de}{\omega-e}
=-\frac{2\Gamma}{\pi}\left[\operatorname{artanh}\frac{\omega}{g}-\operatorname{artanh}\frac{\omega}{D}\right].$$

A level $\varepsilon$ satisfies $\varepsilon=E+\Sigma(\varepsilon)$, or

$$E=\varepsilon+\frac{2\Gamma}{\pi}\left[\operatorname{artanh}\frac{\varepsilon}{g}-\operatorname{artanh}\frac{\varepsilon}{D}\right].$$

Its weight on the adatom is the residue $Z=1/[1-\Sigma'(\varepsilon)]=d\varepsilon/dE$:

$$\frac1Z=1+\frac{2\Gamma}{\pi}\left[\frac{g}{g^2-\varepsilon^2}-\frac{D}{D^2-\varepsilon^2}\right].$$

The bracket is positive because $x/(x^2-\varepsilon^2)$ falls with $x$ for $x>|\varepsilon|$. So $E$ rises steadily from $-\infty$ to $+\infty$ as $\varepsilon$ crosses the gap, and there is one gap level for every $E$.

This carries a warning. The logarithm comes from the sharp band edges. For large positive $E$ the distance $g-\varepsilon$ shrinks as $e^{-\pi E/\Gamma}$, so a level may be in the gap in name only. Below I count only levels at least 0.05 eV from both edges.

**Why the total charge is an integer**

Replace the bands by discrete levels, $M$ of them in the valence band. The eigenvalues are the zeros of

$$\omega-E-\sum_k\frac{V_k^2}{\omega-e_k}.$$

This function increases between its poles, running from $-\infty$ to $+\infty$. It therefore has one zero below the lowest $e_k$, one between each neighbouring pair, and one above the highest. That puts $M$ zeros below the top valence level and one between the bands.

Filling the $M$ lower states takes as many electrons as the valence band held without the adatom. If $p$ gap levels are also filled, the added number is exactly $p$. With $p_0$ the neutral number, the net charge is $e(p_0-p)$, whatever $n_d$ may be.

**The charge on the adatom**

Let $n_<$ be the adatom weight of all states below midgap. It is the sum of the residues of $G$ in the left half-plane. The large semicircle contributes $1/2$ and the imaginary axis gives the rest:

$$n_<=\frac12+\frac1{2\pi}\int_{-\infty}^{\infty}G(iy)\,dy .$$

Pairing band energies $\pm e$ gives, for $y>0$,

$$\Sigma(iy)=-\frac{2i\Gamma}{\pi}\int_g^D\frac{y\,de}{y^2+e^2}
=-\frac{2i\Gamma}{\pi}\left[\arctan\frac yg-\arctan\frac yD\right].$$

Hence $G(iy)=1/(iY-E)=(-E-iY)/(E^2+Y^2)$, with

$$Y=y+\frac{2\Gamma}{\pi}\left[\arctan\frac yg-\arctan\frac yD\right].$$

$Y$ is odd in $y$, so the imaginary part cancels:

$$n_<=\frac12-\frac1\pi\int_0^\infty\frac{E\,dy}{E^2+Y^2}.$$

The gap level has the sign of $E$. For $E<0$ it is included in $n_<$ and must be removed to leave the valence part. With the gap level empty or filled, the adatom charge is

$$n_0=n_<-Z\,\theta(-E),\qquad n_1=n_0+Z .$$

The filled valence band thus contributes $n_0(E)$, which decreases when $E$ rises. This is the charge that can respond.

**Total energies**

Let $\Omega$ be the sum of the negative eigenvalues minus the energy of the uncoupled valence band. Since $d\Omega/dE=n_<$, integration gives

$$\Omega=\frac E2-\frac1{2\pi}\int_0^\infty\ln\frac{E^2+Y^2}{y^2}\,dy .$$

The constant is zero. Without coupling, the integral is $\pi|E|$ and $\Omega=\min(E,0)$, as it must be. Now scale the coupling as $\Sigma=\lambda S$, with $S(iy)=-is$ and $Y=y+\lambda s$. Each eigenvalue moves by $d\omega/d\lambda=S/(1-\lambda S')$, the residue of $SG$. The semicircle now gives nothing, so

$$\frac{d\Omega}{d\lambda}=\frac1{2\pi}\int_{-\infty}^{\infty}S(iy)G(iy)\,dy=-\frac1\pi\int_0^\infty\frac{sY}{E^2+Y^2}\,dy .$$

This is the $\lambda$-derivative of the formula for $\Omega$, so no constant appears.

The channel energies are $W_0=\Omega-\min(\varepsilon,0)$ and $W_1=W_0+\varepsilon$. Their sum counts every repulsion twice, so

$$E_p=\sum_\sigma W_\sigma(E_\sigma)-U\sum_{\sigma<\sigma'}n_\sigma n_{\sigma'} .$$

The transition levels are $\mu_p=E_p-E_{p-1}$. With the Fermi level $E_F$ in the gap, the stable state minimizes $E_p-pE_F$. If the $\mu_p$ increase with $p$, state $p$ is stable for $\mu_p<E_F<\mu_{p+1}$.

**Why the transition levels stay in the gap**

Start from the lowest determinant with $p$ filled gap levels and put an electron in an empty one, leaving all orbitals unchanged. The energy rises by just $\varepsilon_{\rm empty}(p)$, because the channel has no self-repulsion. This is a trial state for $p+1$. Removing an electron from the lowest $p+1$ state gives the opposite bound:

$$\varepsilon_{\rm occ}(p+1)\le\mu_{p+1}\le\varepsilon_{\rm empty}(p).$$

Both bounds lie in the gap, so every $\mu_p$ does too. That alone does not put them usefully far from the edges; the charge response decides that.

**The compensation**

Define $\chi_\sigma=-dn_\sigma/dE_\sigma$ at fixed filling. It is not negative: $W$ is a minimum over determinant energies linear in $E$, hence concave, and $n=dW/dE$.

Fill a fraction $f$ of gap level $a$. With $x_\sigma=U\chi_\sigma$,

$$\delta n_\sigma=-x_\sigma(\delta n_d-\delta n_\sigma)+Z_a\,\delta f\,\delta_{\sigma a}.$$

Collect $\delta n_\sigma$, divide by $1-x_\sigma$, and sum over $\sigma$:

$$\delta n_d=-\delta n_d\sum_\sigma\frac{x_\sigma}{1-x_\sigma}+\frac{Z_a\,\delta f}{1-x_a}.$$

Therefore

$$\frac{dn_d}{df}=\frac{Z_a/(1-x_a)}{1+\sum_\sigma x_\sigma/(1-x_\sigma)} .$$

If all $x_\sigma=x$, this becomes $Z/[1+(N-1)x]$. There are two reductions. The factor $Z$ is dilution: the gap level lies largely on the substrate. The denominator is backflow: the added charge raises the other orbitals, which then hold less charge. For $(N-1)x\gg1$ the result tends to $Z/[(N-1)U\chi]$, so a larger $U$ enforces a more constant d charge, at fixed $Z$ and $\chi$.

The derivation needs $x_\sigma<1$. If this holds for all $E$, the solution is also unique. At fixed $n_d$, the function $n-n_m(E_d+U(n_d-n))$ then has positive slope $1-x$ in $n$, so equally filled orbitals carry equal charge. Each such $n$ falls as $n_d$ grows, so the condition $\sum_\sigma n_\sigma=n_d$ has one solution. If $x$ exceeds 1, equivalent orbitals may polarize and this argument fails.

**Numbers for your gap**

I take $N=10$, $p_0=5$, $U=4$ eV, $E_d=-19$ eV, $\Gamma=2$ eV, $g=0.55$ eV and $D=12$ eV. A scan over $-8\le E\le8$ eV gives a largest $U\chi$ of 0.853. Three different starting charge distributions also lead to the same energy for every $p$.

The ten transition levels, in eV, are

$$-0.442,\ -0.424,\ -0.390,\ -0.321,\ -0.188,$$
$$0.011,\ 0.200,\ 0.321,\ 0.385,\ 0.419 .$$

All lie inside the margin and increase with $p$, so this mean-field model has eleven charge states. Nine steps of bare $U$ would span 36 eV; here they span $0.419+0.442=0.861$ eV. Over the whole series the adatom charge grows from 5.03 to 5.46, by 0.43 electrons, although ten were added.

Now follow the step from $p=5$ to $p=6$. The charge per orbital follows from $n_\sigma=n_d-(E_\sigma-E_d)/U$. At $p=5$, $n_d=5.207$:

$$n_{\rm occ}=5.207-\frac{-1.364+19}{4}=0.798,\qquad
n_{\rm empty}=5.207-\frac{0.857+19}{4}=0.243 .$$

At $p=6$, $n_d=5.302$, and the same formula with $E_{\rm occ}=-0.800$ eV and $E_{\rm empty}=1.414$ eV gives 0.752 and 0.198. The orbital being filled gains about 0.51. The five already occupied lose about 0.05 each, as do the four still empty. The net gain is 0.09 electrons; the other 0.91 of the added electron is in substrate orbitals.

Sorted by states instead, the gap levels gain 0.63 electrons of d charge and the valence states lose 0.53. The gain exceeds one level's weight because the other occupied levels move away from the valence edge and acquire more d weight.

The energy of the remaining empty orbitals rises by 0.56 eV. Dilution alone, using $Z$ of the empty level before filling, would give $UZ=1.05$ eV; an undiluted electron would give 4 eV. The gap levels move less again, since $d\varepsilon=Z\,dE$.

As a check on the response formula, take the sixth level half filled. Then $Z=0.3115$, and $x=0.329$ for the five occupied orbitals, 0.584 for the half-filled one and 0.320 for the four empty ones:

$$\frac{dn_d}{df}=\frac{0.3115/0.416}{1+5(0.329/0.671)+0.584/0.416+4(0.320/0.680)}=0.111 .$$

A finite difference of the self-consistent solutions gives the same value.

**What happens without the valence response?**

First reduce $\Gamma$ to 0.1 eV, holding the other parameters fixed. No transition level remains inside the margin. With five nearly full orbitals, their energies are about $E_d+4U=-3$ eV, and the next orbital is at $E_d+5U=1$ eV. These lie on opposite sides of the gap, and the formal gap levels are pressed against its edges. This is the limit your estimate describes.

Next restore $\Gamma=2$ eV but couple the adatom to the conduction band alone. Three levels lie inside the margin, and the adatom charge changes by 5.70 electrons over the series instead of 0.43. Most of that change comes from steps far below the gap, however. Across the three levels inside the margin the d charge changes by only 0.21 electrons. So dilution and the response of the occupied levels can keep the d charge nearly constant for a few charge states, even without any valence charge on the adatom. With the valence band coupled as well, this holds for the whole series. The occupied gap levels still respond here, since their weight $Z$ depends on $E$. The comparison also holds $E_d$ fixed and changes the function $Z(E)$. With $E_d=-1$ eV instead, the adatom coupled to the conduction band alone has nine levels inside the margin, but eight of them crowd between 0.44 and 0.49 eV, close to the conduction band. The number of levels therefore depends on $E_d$ and on the chosen margin, and the drop from ten to three does not measure the valence response by itself.

**How much survives on a real surface?**

The gap and band width are rough silicon-like values, and $U$ is a rough value for a 3d shell. The hybridization is deliberately strong: $\sqrt{\sum_kV_k^2}=3.82$ eV per orbital, which I would regard as high for an adatom. Ten levels should not be read as a prediction for silicon. The following estimates are separate, not cumulative.

- **Long-range charging.** The model omits the electrostatic energy of the integer net charge, which backflow cannot remove. Treat that charge as sitting on an equipotential sphere of radius $R=0.5$ nm, centred on the surface. I take 11.7 as the model's substrate permittivity. For such a sphere the effective value is the average with vacuum, $\epsilon_{\rm eff}=(11.7+1)/2=6.35$. Then $C=e^2/(4\pi\epsilon_0\epsilon_{\rm eff}R)=0.454$ eV, and the energy $C(p-p_0)^2/2$ shifts $\mu_p$ by $C(p-p_0-\tfrac12)$. Two levels remain inside the margin, at $-0.414$ and $0.238$ eV: three charge states, $+1$, $0$ and $-1$. The radius and the equipotential shape are assumptions. A smaller sphere spreads the levels further, and charge spread evenly over the surface of the same sphere gives $C=0.76$ eV, which leaves only one level inside the margin.
- **Band edges.** Multiply $\Gamma$ by $\sqrt{s/(s+0.5\ \text{eV})}$, where $s$ is the distance from the band edge. Three levels are then inside the margin. Here $U\chi$ exceeds 1 for some $E$, so the mean-field solution is no longer unique, and the count refers to the lowest solutions found. The factor also lowers $\sum_kV_k^2$ by 8%, but lowering a constant $\Gamma$ by the same 8% keeps all ten levels inside. The count of ten therefore depends on how the coupling behaves near the edges.
- **Correlation.** Second-order corrections to the $\mu_p$ run from about $-1.1$ to $1.0$ eV, about as large as the gap itself. They also largely reverse the order of the levels: the first moves up to 0.48 eV and the tenth down to $-0.68$ eV. Five shifted levels lie inside the margin, but they no longer separate stable charge states. Taken literally, only $p=0$ and $p=10$ would be stable for any $E_F$ in the gap. Second order need not be reliable when its corrections are this large, so whether the intermediate charge states of this model survive correlation remains open.
- **Orbital splittings.** An exchange or crystal-field shift of 0.7 eV in one orbital moves its gap level near midgap by about $0.7Z=0.22$ eV if all other charges are frozen. If that orbital is still the sixth to fill, $\mu_6$ moves by the shift times the change of the orbital's charge, to first order $0.7\times0.51=0.36$ eV. In the lowest states, however, the order of filling changes: an orbital raised by 0.7 eV fills last, and one lowered by 0.7 eV fills first. The tenth level then moves to 0.53 eV, or the first to $-0.53$ eV, which is outside the margin. The other nine levels move by less than 0.03 eV.
- **Temperature.** At 300 K, $k_BT=0.026$ eV exceeds the smallest spacing, 0.018 eV, so the state $p=1$, which is stable only over that range of $E_F$, is strongly mixed with its neighbours. Even with its ten equivalent fillings counted, its probability reaches only about one half.

So your estimate fails at one specific point: it sets the change of d charge equal to the change of total charge. In Hartree-Fock the total changes by one at each step, and the d charge here by at most about a tenth of that. How many charge states a particular surface supports is a harder question, and it needs the long-range electrostatics, the actual band edges and correlation. The numerical output below gives the orbital energies and charges for every $p$.

## Computed results

```
N = 10, neutral p0 = 5, U = 4.0 eV, Ed = -19.0 eV
gap 2g = 1.10 eV, D = 12.0 eV, Gamma = 2.0 eV
root of summed V^2 per orbital = 3.82 eV
edge margin for counting levels = 0.05 eV
largest U*chi over all E = 0.853
p: adatom charge, gap part, valence part (electrons);
   E_occ, E_empty, eps_occ, eps_empty (eV)
 0: 5.0297 0.0000 5.0297;    -     -0.893    -     -0.262
 1: 5.0388 0.0838 4.9551;  -2.242  -0.707  -0.489  -0.212
 2: 5.0537 0.1826 4.8710;  -2.168  -0.466  -0.483  -0.143
 3: 5.0799 0.3178 4.7622;  -2.037  -0.144  -0.470  -0.045
 4: 5.1280 0.5464 4.5816;  -1.792   0.296  -0.440   0.092
 5: 5.2074 0.9797 4.2277;  -1.364   0.857  -0.369   0.252
 6: 5.3015 1.6049 3.6966;  -0.800   1.414  -0.237   0.379
 7: 5.3744 2.1431 3.2313;  -0.276   1.804  -0.086   0.442
 8: 5.4183 2.4841 2.9342;   0.125   2.028   0.039   0.469
 9: 5.4432 2.6902 2.7530;   0.422   2.153   0.130   0.481
10: 5.4579 2.8215 2.6364;   0.648    -      0.196    -   
transition levels mu_1..mu_5 (eV): -0.4422 -0.4241 -0.3899 -0.3208 -0.1876
transition levels mu_6..mu_10 (eV): 0.0109 0.2000 0.3208 0.3851 0.4188
levels inside margin = 10, spacing 0.0181 to 0.1985 eV
adatom charge change, p = 0 to 10: 0.4282 electrons
push on empty orbitals, p = 5 to 6: undiluted 4.000 eV,
  dilution only U*Z = 1.045 eV, full HF = 0.556 eV
half-filled sixth level: Z = 0.3115, U*chi occupied, half, empty = 0.329, 0.584, 0.320
  dn_d/df formula 0.11107, finite difference 0.11107
  dE/df = 0.01322 eV, gap level = 0.01322 eV
control Gamma = 0.1 eV: levels inside = 0
control conduction band only: levels inside = 3, charge change = 5.697 electrons
second-order correlation shifts of mu: -1.095 to 0.970 eV
  shifted levels inside = 5, range -0.698 to 0.571 eV
soft edges, width 0.5 eV: levels inside = 3
charging: eps_r = 11.7, eps_eff = 6.35, R = 0.5 nm, energy = 0.454 eV
  levels inside with charging = 2: -0.414 0.238 eV
orbital shift 0.7 eV (exchange or crystal field) moves a level by about 0.218 eV
thermal energy at 300 K = 0.0259 eV
```
